# Oxygen-Pressure Exponent of Dilute Ceria Vacancies with Two Independent Electrons

## The choice that fixes the exponent

A defect calculation supplies the energy needed to remove one oxygen atom from ceria. To turn it into a vacancy content for a furnace atmosphere, one must decide what counts as the defect. If the vacancy and its two electrons stay together as one neutral object, a thousandfold reduction in oxygen pressure raises the content by $1000^{1/2}=31.6$. If all three move apart, the same reduction raises it by $1000^{1/6}=3.16$. This appendix derives the second rule with its prefactor, and gives the conditions under which it may be coded.

Let $\delta$ be the number of oxygen vacancies per cerium atom, as in CeO$_{2-\delta}$. At fixed temperature $T$ and oxygen pressure $p$, the result is

$$\delta=\left(\frac{g^2}{2}\right)^{1/3}e^{-E/3kT}\left(\frac{p^*}{p}\right)^{1/6}.\qquad(1)$$

Here $g$ is the number of states of an electron localised on one Ce site, and $p^*$ is a property of the gas, defined below. The energy $E$ is the cost of moving one lattice oxygen into half an O$_2$ molecule, leaving a vacancy and two electrons far apart from one another. The molecule is in its lowest electronic and vibrational state, with zero rotational energy.

The model assumes equilibrium with an ideal gas, a neutral crystal interior, no interactions between the separated defects, and at most one extra electron per Ce site. $E$ is independent of temperature, so vibrational changes of the crystal are left out. Atomic units are unnatural here; eV, K, nm and Torr are used.

## Oxygen reservoir

For $N_g$ molecules in volume $V$, the partition function is $q^{N_g}/N_g!$, with

$$q=\frac{Vq_{\rm int}}{\lambda^3},\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}}.$$

The molecular mass is $m$, and $q_{\rm int}$ collects rotation, vibration and the threefold electronic spin degeneracy. For spin-zero oxygen nuclei, the rotational sum runs over odd quantum numbers. With Stirling's formula, the free energy is

$$F=-kT\left(N_g\ln q-N_g\ln N_g+N_g\right).$$

Its derivatives give

$$p=-\frac{\partial F}{\partial V}=\frac{N_gkT}{V},\qquad
\mu_{{\rm O}_2}=\frac{\partial F}{\partial N_g}=kT\ln\frac{N_g\lambda^3}{Vq_{\rm int}}.$$

Replacing $N_g/V$ by $p/kT$ yields

$$\mu_{{\rm O}_2}=kT\ln\frac{p}{p^*},\qquad p^*=\frac{kTq_{\rm int}}{\lambda^3}.$$

One atom is half a molecule, so $\mu_{\rm O}=\tfrac12kT\ln(p/p^*)$, measured from half the molecular ground-state energy $\varepsilon_{\rm O}$.

Consider a crystal with $N$ Ce sites, $2N$ oxygen sites and $v$ vacancies. Its energy relative to the perfect crystal is $v(E-\varepsilon_{\rm O})$, and it holds $2N-v$ oxygen atoms of absolute chemical potential $\varepsilon_{\rm O}+\mu_{\rm O}$. The $v$-dependent part of the grand-canonical exponent is therefore

$$-\frac{v(E-\varepsilon_{\rm O})+v(\varepsilon_{\rm O}+\mu_{\rm O})}{kT}=-\frac{v(E+\mu_{\rm O})}{kT}.$$

Each vacancy contributes the factor

$$z=e^{-(E+\mu_{\rm O})/kT}=e^{-E/kT}\left(\frac{p^*}{p}\right)^{1/2}.\qquad(2)$$

The square root comes from the two atoms in O$_2$. The further cube root comes from the crystal.

## Counting vacancies and electrons

Neutrality requires $2v$ electrons. Vacancies choose among $2N$ sites, electrons among $N$ sites, and each electron has $g$ states:

$$W(v)=\binom{2N}{v}\binom{N}{2v}g^{2v}.$$

The probability of $v$ is proportional to $W(v)z^v$. Adding one vacancy changes this weight by the ratio

$$R(v)=\frac{2N-v}{v+1}\,\frac{(N-2v)(N-2v-1)}{(2v+1)(2v+2)}\,g^2z.\qquad(3)$$

The weight is largest where $R=1$. When $v$ and $N-2v$ are both large, the added ones may be dropped:

$$\frac{2N-v}{v}\left(\frac{N-2v}{2v}\right)^2g^2z=1.$$

The occupied fractions are $\theta_V=v/2N=\delta/2$ for vacancies and $\theta_e=2v/N=2\delta$ for electrons. In these terms,

$$\frac{\theta_V}{1-\theta_V}\left(\frac{\theta_e}{1-\theta_e}\right)^2=K,\qquad K=g^2z.\qquad(4)$$

This is the law of mass action with site blocking. For $\delta\ll1$ both denominators approach one, and

$$\frac{\delta}{2}(2\delta)^2=2\delta^3=K,\qquad \delta=(K/2)^{1/3}.\qquad(5)$$

Inserting (2) gives (1). One factor of $\delta$ comes from the vacancy and two from its electrons. At fixed temperature $K\propto p^{-1/2}$, so $\delta\propto p^{-1/6}$. The electron content $n=2\delta$ per Ce has the same exponent.

The first correction for blocked sites follows from the logarithm of (4). Since $-\ln(1-x)\simeq x$,

$$3\ln\delta+\ln2+\frac{\delta}{2}+4\delta\simeq\ln K.$$

The relative change in $\delta$ is therefore about $-\tfrac13(4.5\delta)=-1.5\delta$.

## The same exponent from fluctuations

The mean number of vacancies is $\langle v\rangle=\sum vWz^v/\sum Wz^v$. Differentiating the quotient gives

$$\frac{d\langle v\rangle}{d\ln z}=\langle v^2\rangle-\langle v\rangle^2={\rm Var}(v).$$

Equation (2) gives $d\ln z/d\ln p=-\tfrac12$ at fixed $T$, hence

$$\frac{d\ln\langle v\rangle}{d\ln p}=-\frac{{\rm Var}(v)}{2\langle v\rangle}.\qquad(6)$$

In a dilute crystal with many vacancies, $\ln R\simeq\ln(N^3K/2)-3\ln v$. This is the slope of the logarithmic weight, whose curvature is therefore $-3/v$. A Gaussian with that curvature has variance $\langle v\rangle/3$, and (6) returns $-1/6$.

Equation (3) also covers the opposite limit. If the whole neutral crystal holds far less than one vacancy on average, the states $v=0$ and $v=1$ suffice:

$$\langle v\rangle\simeq R(0)=2N\,\frac{N(N-1)}{2}\,K=N^2(N-1)K\propto p^{-1/2}.$$

The two electrons are free to move, yet the exponent is $-1/2$, because no other vacancies supply electrons. The sixth-root law thus needs many vacancies in the region over which neutrality is imposed. A supercell in which neutrality is enforced cell by cell does not meet this condition merely by being dilute.

## What independence does, and what localisation does

Suppose each vacancy releases $m$ units that move freely and carry its electrons. The dilute equilibrium condition then contains one factor $\delta$ for the vacancy and $m$ factors for the units:

$$\delta^{1+m}\propto z\propto p^{-1/2},\qquad \delta\propto p^{-1/[2(1+m)]}.$$

Two separate electrons give $m=2$ and $-1/6$. One electron held at the vacancy and one free, or two electrons travelling as a pair, give $m=1$ and $-1/4$. A fully bound neutral complex gives $m=0$ and $-1/2$. Explicit sums over $v$ for $N=10^7$ gave $-0.1667$, $-0.2501$ and $-0.5000$.

Localisation enters through the number of states. If electrons may use $M$ sites instead of $N$, then $\theta_e=2\delta N/M$, and (5) becomes $2\delta^3(N/M)^2=K$. Thus $\delta\propto M^{2/3}$ at fixed $K$, with no change in the pressure exponent. For $M=N/10$ the expected factor is $10^{-2/3}=0.215$; the explicit sum gave 0.2151 and an exponent of $-0.1670$.

Dilute band electrons lead to the same power. For $n_b$ of them the partition function is $q_b^{n_b}/n_b!$, where $q_b$ is that of one band electron. The localised electrons have the dilute form $(gM)^{n_b}/n_b!$, so $q_b$ replaces $gM$. A measured $-1/6$ is therefore consistent with localised electrons but does not prove localisation.

## Worked example: calcining high-purity ceria

Take $T=1200$ K and pressures of 150 and 0.15 Torr. Rough typical inputs are $E=4.7$ eV, a lattice constant of 0.541 nm and $g=2$, the last assuming that lattice distortion leaves one 4f doublet well below the other levels. In an undistorted cube of oxygen ions the lowest level would be a quartet. At 1200 K, where $kT=0.10$ eV, $g=2$ is a lower bound rather than a realistic count, because $g$ is the thermally weighted sum over the 4f levels and so depends on temperature. A doublet with four states 0.1 eV above it and the eight spin–orbit partners near 0.3 eV already gives $2+4e^{-0.97}+8e^{-2.9}\approx4$. The effect of counting more states is given below. For the gas, a bond length of 0.121 nm and a vibration of 1580 cm$^{-1}$ give $q_{\rm int}=1023.7$. The thermal wavelength is 0.00891 nm, and $p^*=1.799\times10^{14}$ Torr.

With $kT=0.10341$ eV, the oxygen chemical potential at 150 Torr is

$$\mu_{\rm O}=\tfrac12(0.10341)\ln\frac{150}{1.799\times10^{14}}=-1.438\ {\rm eV}.$$

Removing an oxygen therefore costs $4.700-1.438=3.262$ eV, and

$$K=4e^{-3.262/0.10341}=7.99\times10^{-14},$$

$$\delta=\left(\frac{7.99\times10^{-14}}{2}\right)^{1/3}=3.42\times10^{-5}.$$

There are 25.26 Ce sites per nm$^3$, so this is $8.6\times10^{17}$ vacancies per cm$^3$. At 0.15 Torr the content is $3.1623$ times larger, $\delta=1.08\times10^{-4}$.

The direct sum for $N=10^7$ at 150 Torr gives $3.416\times10^{-5}$, within 0.06 % of (1), and a local exponent of $-0.16674$. Its mean is 341.6 vacancies, and its variance divided by the mean is 0.33348, close to the predicted third. Site blocking changes $\delta$ at 0.15 Torr by $-1.6\times10^{-4}$ of its value, as the estimate $-1.5\delta$ predicts.

The absolute content is less secure than the exponent. Since $3kT=0.310$ eV, lowering $E$ by 0.1 eV multiplies $\delta$ by $e^{0.1/0.310}=1.38$. A vibrational entropy gain of $3k$ per vacancy multiplies $K$ by $e^3$ and $\delta$ by 2.72. Counting six equally accessible 4f states instead of two multiplies $\delta$ by $3^{2/3}=2.08$. None of these changes the exponent at fixed temperature.

## Acceptor impurities

Let $A$ be the number of fixed, singly charged acceptors per Ce, such as trivalent ions on Ce sites. Neutrality becomes $2\delta=n+A$. Adding a vacancy still adds two electrons, so the dilute condition remains $(\delta/2)n^2=K$, or

$$\delta(2\delta-A)^2=2K.\qquad(7)$$

Taking the logarithmic derivative with $A$ and $T$ fixed,

$$\left(1+\frac{4\delta}{2\delta-A}\right)\frac{d\ln\delta}{d\ln p}=-\frac12,$$

$$\frac{d\ln\delta}{d\ln p}=-\frac12\,\frac{2\delta-A}{6\delta-A}.$$

For $A=0$ this is $-1/6$. For small $A/\delta$ it is approximately $-\tfrac16(1-A/3\delta)$. Keeping the exponent within 5 % of its ideal value requires $A\lesssim0.15\delta$, which is about 5 ppm at 150 Torr in this example.

With 10 ppm the exponent at 150 Torr is $-0.151$. With 100 ppm it is $-0.069$, and still $-0.123$ at 0.15 Torr. When acceptors dominate, $\delta\to A/2$ and hardly responds to pressure, while $n=(4K/A)^{1/2}\propto p^{-1/4}$. The explicit sum with 1 % acceptors gave an electron exponent of $-0.2499$. Attraction between acceptors and vacancies is left out here; at such contents it can raise $n$ appreciably, although $\delta$ stays close to $A/2$.

## Attraction between the defects

A vacancy has charge $+2$ relative to the perfect lattice and an electron has charge $-1$. Two estimates of their attraction follow, both with a rough relative permittivity $\epsilon_r=25$. They partly describe the same effect and must not simply be added. Neither is an upper bound on the total, however: linear screening keeps only the terms $1+x+x^2/2$ of the contact factor $e^x$, about 15 % of it for the value $x=E_b/kT\approx4.8$ used below.

**Binding of one electron.** Let $u$ be the content of free vacancies and $y$ that of vacancies with one bound electron, both per Ce. An ordinary Ce site has electron occupation $n$. A site next to a vacancy, lower in energy by $E_b$, has occupation $bn$ while this is small, with $b=e^{E_b/kT}$. Each vacancy has four such neighbours, so $y=4bnu$. The free defects obey $(u/2)n^2=K$, hence $u=2K/n^2$ and $y=8bK/n$. Neutrality, $n=2u+y$, gives

$$n^3=4K+8bKn,\qquad \delta=u+y.$$

If binding is weak this returns $n^3=4K$, equivalent to (5). If singly bound vacancies dominate, $\delta\simeq n\simeq(8bK)^{1/2}\propto p^{-1/4}$.

A continuum Coulomb estimate at the nearest Ce distance gives $E_b=0.49$ eV. Continuum screening is crude at that distance, and only the four nearest Ce sites are counted as bound; including the twelve at 0.45 nm in the same estimate would raise the shares quoted next to about 4 % and 12 %. With this value the bound share is 3.1 % at 150 Torr and 9.3 % at 0.15 Torr, and the exponents are $-0.170$ and $-0.177$. A second bound electron also gains $E_b$, but the first repels it by $E_r=0.15$ eV in the same continuum estimate, at the Ce–Ce distance of 0.38 nm. There are six pairs of neighbouring sites against four single ones, so doubly bound vacancies outnumber singly bound ones by the ratio $\tfrac64\,n\,e^{(E_b-E_r)/kT}$. This is about 0.3 % at 150 Torr, so they were left out.

**Screening.** In linear Debye–Hückel theory a defect of charge $Z$ has potential $Ze\,e^{-\kappa r}/(4\pi\epsilon_0\epsilon_rr)$. Subtracting its own bare potential and letting $r\to0$ leaves $-Ze\kappa/(4\pi\epsilon_0\epsilon_r)$ from the surrounding charge. Charging the defect from zero gives half the product of charge and potential, so its chemical potential shifts by

$$-\frac{Z^2L\kappa}{2}kT,\qquad L=\frac{e^2}{4\pi\epsilon_0\epsilon_rkT}.$$

One vacancy and two electrons have $\sum Z^2=4+1+1=6$. Their combined shift is $-3L\kappa kT$, which replaces $K$ by $Ke^{3L\kappa}$. With $\delta_0$ the value from (1) and $c$ the Ce density,

$$\delta=\delta_0e^{L\kappa},\qquad \kappa^2=4\pi L(6\delta c).$$

Because $\kappa\propto\delta^{1/2}$, differentiating $\ln\delta=\ln\delta_0+L\kappa$ gives

$$\frac{d\ln\delta}{d\ln p}=-\frac{1}{6(1-L\kappa/2)}.$$

In this linear theory of point charges, screening raises $\delta$ by 12 % at 150 Torr and by 23 % at 0.15 Torr. The exponents become $-0.177$ and $-0.186$. Thus $-1/6$ is a limiting slope at low defect content, and here departures of 6 to 12 % arise from screening alone, even though fewer than one oxygen site in ten thousand is empty.

## Small grains and surfaces

For isolated neutral grains with interior sites alone, the sums at 150 Torr give:

| Diameter | Mean vacancies | Exponent |
|---:|---:|---:|
| 100 nm | 452 | $-0.1667$ |
| 20 nm | 3.45 | $-0.1749$ |
| 10 nm | 0.16 | $-0.4349$ |

The 10 nm grain has 13,227 Ce sites, for which $N^2(N-1)K\simeq0.18$. It is therefore close to the limit of zero or one vacancy. This is an effect of neutrality in a finite region, not of surface chemistry. It requires grains that cannot exchange electrons. Placing one electron charge on a 10 nm sphere costs only about 0.14 eV, close to $kT$, so grains in contact in a powder may share electrons, which moves the exponent back towards $-1/6$.

Real surfaces add another departure. If a surface vacancy were 1 eV cheaper, an illustrative value, its Boltzmann factor at 1200 K would be larger by $1.6\times10^4$. Surface charging and filling of sites would limit the resulting excess, so this factor is not a predicted concentration. Equation (1) should be applied to the interior, several Debye lengths from the surface; the Debye length at 150 Torr is about 5 nm.

## Use for a real polishing abrasive

The higher pressure is close to that of oxygen in air, and 1200 K is a plausible calcining temperature. The purity is an idealisation that must be checked: a ceria powder may contain other rare earths at levels far above 10 ppm, and trivalent ones act as acceptors. At 100 ppm the model's exponent in near-air conditions is already less than half the ideal value, so (7) should replace (1). The law also does not give the state of a slurry at room temperature. At 300 K and 150 Torr it predicts $\delta=2.7\times10^{-25}$, effectively no interior vacancies. Vacancies present during polishing then need an origin other than equilibrium between a pure interior and the gas. Possible origins include retention from earlier processing, acceptors, and surface or solution chemistry outside this model.

For implementation, first check that $E$ refers to separated defects. If a supercell energy has one or both electrons bound beside the vacancy, add the energy needed to separate all of them before using (1). Then compute $z$ from (2) and $K=g^2z$, and solve (7) for $\delta>A/2$, preferably in logarithms because $K$ is so small. For a nearly pure crystal, with $A\ll\delta$, evaluate $L\kappa$ and the bound share at the result. If either exceeds about 0.1, expect the exponent to differ from $-1/6$ by several per cent or more. When acceptors matter, these two numbers are not a sufficient test, because (7) also omits the attraction between acceptors and vacancies. In either case, fit no defect type from the slope alone. For the pure example, the numerical output below lists the bound share and the screening factor $e^{L\kappa}$ at both pressures.

## Computed results

```
Temperature: 1200 K; kT: 0.10341 eV
Removal energy E: 4.70 eV; electron states per Ce g: 2
O2 bond: 0.121 nm; vibration: 1580 cm^-1
O2 mass: 31.998 u
Thermal wavelength of O2: 0.00891 nm
Internal partition function of O2: 1023.7
pstar: 1.7988e+14 Torr
Lattice constant: 0.541 nm; Ce density: 25.262 nm^-3
p = 150 Torr: mu_O = -1.4380 eV, K = 7.9868e-14
  delta, law: 3.4181e-05; explicit sum: 3.4162e-05
  exponent from explicit sum: -0.16674
p = 0.15 Torr: mu_O = -1.7952 eV, K = 2.5256e-12
  delta, law: 1.0809e-04; explicit sum: 1.0805e-04
  exponent from explicit sum: -0.16667
delta ratio, low to high pressure: 3.1623
Vacancy density at 150 Torr: 8.635e+17 cm^-3
Ce sites in sum: 1e+07; mean vacancies: 341.6
Variance over mean: 0.33348
Exponents for 0, 1, 2 free units: -0.5000, -0.2501, -0.1667
Tenfold fewer electron states: delta x 0.2151, exponent -0.1670
1000-Ce neutral crystal: exponent -0.5000
Neglected effects (exponents at 150 and 0.15 Torr):
Acceptors 10 ppm: delta(150 Torr) 3.759e-05; -0.1512, -0.1616
Acceptors 100 ppm: delta(150 Torr) 7.334e-05; -0.0686, -0.1229
Electron exponent with 1 % acceptors: -0.2499
Relative permittivity: 25; binding estimate: 0.492 eV
Binding, 150 Torr: bound share 0.0310; -0.1701
Binding, 0.15 Torr: bound share 0.0927; -0.1769
Doubly over singly bound, 150 Torr: 2.79e-03
Debye length at 150 Torr: 5.25 nm
Screening, 150 Torr: delta x 1.1187; -0.1766
Screening, 0.15 Torr: delta x 1.2330; -0.1862
Site blocking at 0.15 Torr: relative change -1.62e-04
Gas non-ideality, 0.35 nm hard spheres: 1.1e-04
Vibrational entropy of 3k per vacancy: delta x 2.718
Six 4f states instead of two: delta x 2.080
Boltzmann factor, surface vacancy 1 eV cheaper: 1.58e+04
Isolated neutral grains, interior sites only, 150 Torr:
  100 nm: 13227166 Ce, mean vacancies 451.923, exponent -0.1667
  20 nm: 105817 Ce, mean vacancies 3.448, exponent -0.1749
  10 nm: 13227 Ce, mean vacancies 0.160, exponent -0.4349
Equilibrium delta at 300 K, 150 Torr: 2.70e-25
```
